# Norm conservation and the energy derivative of the logarithmic derivative, part 1

(Sections cited here and not found follow in the second part.)

## First half: what the enclosed norm controls

**Q:** You replace the deep potential near an aluminium nucleus by a smooth one, fit it to one level of the free atom, and then use it in a crystal, where the electrons have other energies. Why should a fit at one energy be trusted at another?

**A:** It need not be, until we know what the region outside the replaced part can notice. Let the replacement act inside a sphere of radius $R$, the core radius. Take one angular momentum $l$ in a spherical potential $V(r)$, and write the radial function as $u(r)/r$. The non-relativistic radial equation is

$$-\frac{\hbar^2}{2m}u''+\left[\frac{\hbar^2}{2m}\frac{l(l+1)}{r^2}+V(r)\right]u=E\,u ,$$

where primes denote $d/dr$. Multiplying by $-2m/\hbar^2$, moving the bracket to the right, and setting $\kappa=2m/\hbar^2$ gives

$$u''=\left[\frac{l(l+1)}{r^2}+\kappa\,(V-E)\right]u. \tag{1}$$

This is a linear equation of second order. Outside $R$, its solution is fixed by $u(R)$ and $u'(R)$, and a common factor in the two changes nothing but the overall scale. The outside therefore learns one number about the inside:

$$D(E)=\frac{u'(R,E)}{u(R,E)} .$$

This is the logarithmic derivative. I assume $u(R,E)\neq0$ for now. Two inner potentials with the same $D(E)$ over a range of energies cannot be told apart from outside in this channel over that range.

**Q:** Then you need a whole function $D(E)$, and a fit at one energy $E_0$ gives you one value of it.

**A:** Yes. The next thing to ask for is the slope $dD/dE$ at $E_0$, since value and slope together make the two curves agree to first order in $E-E_0$.

**Q:** To get the slope I would have to solve the equation at a second energy and fit there too. Or is the slope already contained in the solution at $E_0$?

**A:** It is contained there, and we can find it by differentiating (1) with respect to $E$ at fixed $r$. Let a dot denote $\partial/\partial E$, and let $V$ not depend on $E$. The bracket in (1) depends on $E$ through $-\kappa E$, whose derivative is $-\kappa$. The product rule gives

$$\dot u''=\left[\frac{l(l+1)}{r^2}+\kappa\,(V-E)\right]\dot u-\kappa\,u. \tag{2}$$

Multiply (2) by $u$, multiply (1) by $\dot u$, and subtract. The bracket multiplies $u\dot u$ in both products and cancels:

$$u\,\dot u''-\dot u\,u''=-\kappa\,u^2 .$$

The left side is a total derivative, because

$$\left(u\,\dot u'-\dot u\,u'\right)'=u'\dot u'+u\,\dot u''-\dot u'u'-\dot u\,u''=u\,\dot u''-\dot u\,u'' .$$

Integrating from $0$ to $R$ therefore gives

$$\left[u\,\dot u'-\dot u\,u'\right]_0^R=-\kappa\int_0^R u^2\,dr. \tag{3}$$

**Q:** You still have a term at the origin, where the nucleus makes $V$ infinite.

**A:** The Coulomb potential diverges as $1/r$, which is weaker than $1/r^2$. The solution that is regular at the origin then starts as $u\simeq a(E)\,r^{l+1}$. Its energy derivative starts as $\dot u\simeq \dot a\,r^{l+1}$. Each product in the bracket of (3) is of order $r^{l+1}r^{l}=r^{2l+1}$, which vanishes at $r=0$ for every $l\ge0$. The lower limit contributes nothing.

At the upper limit, the quotient rule applied to $D=u'/u$ gives

$$\frac{dD}{dE}=\frac{u\,\dot u'-u'\dot u}{u^2}\bigg|_{R} .$$

The numerator is the left side of (3). Hence

$$\boxed{\;\frac{dD}{dE}=-\kappa\,\frac{\int_0^R u^2\,dr}{u(R)^2}=-\frac{2m}{\hbar^2}\,\frac{N}{u(R)^2}\;},\qquad N=\int_0^R u^2\,dr. \tag{4}$$

The slope is fixed by the solution at the single energy $E_0$, through its enclosed norm $N$ and its value at the boundary.

**Q:** I distrust sign conventions. Give me a case I can do by hand.

**A:** Take $V=0$ and $l=0$. Then $u=\sin kr$ with $k^2=\kappa E$, and $D=k\cot kR$. Since $2k\,dk=\kappa\,dE$, we have $dk/dE=\kappa/2k$, so direct differentiation gives

$$\frac{dD}{dE}=\frac{\kappa}{2k}\left[\cot kR-\frac{kR}{\sin^2kR}\right].$$

For the other side of (4), the enclosed norm is

$$\int_0^R\sin^2kr\,dr=\frac R2-\frac{\sin 2kR}{4k}=\frac R2-\frac{\sin kR\cos kR}{2k}.$$

Dividing by $\sin^2kR$ and multiplying by $-\kappa$ yields

$$-\kappa\left[\frac{R}{2\sin^2kR}-\frac{\cot kR}{2k}\right]=\frac{\kappa}{2k}\left[\cot kR-\frac{kR}{\sin^2kR}\right],$$

the same expression. As $k\to0$, the solution becomes proportional to $r$. The norm ratio is then $(R^3/3)/R^2=R/3$, and the slope tends to $-\kappa R/3$.

The sign has a simple meaning. A higher energy lowers $u''/u$ by the same amount at every $r$, so $u$ bends more strongly towards the axis, or less strongly away from it, and arrives at $R$ with a smaller logarithmic derivative. The amount of extra bending is weighted by how much of the function lies inside.

**Q:** Suppose $R$ happens to fall on a node. Your formula then divides by zero.

**A:** $D$ has a pole there, and its reciprocal is the better quantity. Where $u(R)$ and $u'(R)$ are both nonzero, (4) gives

$$\frac{d}{dE}\frac1D=-\frac{1}{D^2}\frac{dD}{dE}=\frac{u(R)^2}{u'(R)^2}\,\frac{\kappa N}{u(R)^2}=\frac{\kappa N}{u'(R)^2}.$$

The last form stays finite at the node. The physics is continuous, but matching $u(R)$ is then no longer a useful condition. One matches $u'(R)$ and $N$ instead. For a pseudopotential, one simply places $R$ away from nodes.

**Q:** What does "norm" mean when $E$ is not a bound level? The function does not even decay.

**A:** Formula (4) never uses the norm over all space. If $u$ is replaced by $a(E)u$, with any nonzero factor $a(E)$, then $D$ is unchanged, and numerator and denominator of $N/u(R)^2$ both acquire $a^2$. That ratio, which is a length, is the quantity that enters. At a bound level one may use the orbital normalized to one, and then $N$ is the probability of finding the electron inside $R$.

**Q:** Now say precisely what is gained by matching a pseudo solution to the true one.

**A:** Let $u_{\rm ae}$ be the all-electron solution and $u_{\rm ps}$ the solution in the smoother potential, both regular and both at $E_0$. If $|u_{\rm ps}(R)|=|u_{\rm ae}(R)|$ and $N_{\rm ps}=N_{\rm ae}$, then the right side of (4) is the same for both, and so

$$\frac{dD_{\rm ps}}{dE}\bigg|_{E_0}=\frac{dD_{\rm ae}}{dE}\bigg|_{E_0}. \tag{5}$$

The shape of $u$ inside may differ completely, including its number of nodes.

**Q:** I notice that $u'(R)$ is absent from your list. Have you forgotten it?

**A:** It is not needed for (5), but it is needed for $D_{\rm ps}(E_0)=D_{\rm ae}(E_0)$. Value and norm control the slope of the curve $D(E)$. Value and radial slope of $u$ control its height. A useful pseudopotential needs all three conditions, because two parallel curves at different heights scatter electrons differently.

**Q:** And equal $D$ to first order really means equal scattering to first order?

**A:** Provided the potential outside $R$ is the same for both. Let $f$ and $g$ be two independent solutions of (1) outside $R$. They depend on $E$, but they are common to both problems. Write the outer solution as proportional to $f-\tau g$. Then

$$D=\frac{f'-\tau g'}{f-\tau g}\;\Rightarrow\; Df-\tau Dg=f'-\tau g'\;\Rightarrow\;\tau=\frac{f'-Df}{g'-Dg}\bigg|_R .$$

If $E$ is positive, measured from the potential far outside, and the outer potential dies off fast enough for $f$ and $g$ to go over into the free solutions $\sin(kr-l\pi/2)$ and $-\cos(kr-l\pi/2)$ at large $r$, $\tau$ is the tangent of the phase shift. It depends on $E$ through $f$ and $g$, and through $D$:

$$\frac{d\tau}{dE}=\frac{\partial\tau}{\partial E}\bigg|_{D}+\frac{\partial\tau}{\partial D}\,\frac{dD}{dE}.$$

Each factor on the right is equal for the two problems at $E_0$, so $\tau$ and $d\tau/dE$ agree there. Where $g'-Dg=0$ the tangent diverges, and the same argument is made with $1/\tau$.

**Q:** An error in $D$ is an odd quantity. I would want to know what it does to a level.

**A:** For that we need the outer side too. At a bound level, the solution that decays at infinity has its own logarithmic derivative $D_{\rm out}(E)$ at $R$, and the level is where $D=D_{\rm out}$. Integrate the identity behind (3) from $R$ to infinity, using the decaying solution. The contribution at infinity vanishes, so

$$-\left(u\,\dot u'-\dot u\,u'\right)_R=-\kappa\int_R^\infty u^2\,dr
\;\Rightarrow\;
\frac{dD_{\rm out}}{dE}=+\kappa\,\frac{1-N}{u(R)^2},$$

where the orbital is normalized to one over all space. Suppose an error inside raises $D$ by a small $\delta D$ at fixed energy. The level moves by $\Delta E$ so that the two sides meet again:

$$\delta D-\frac{\kappa N}{u(R)^2}\Delta E=\frac{\kappa(1-N)}{u(R)^2}\Delta E
\;\Rightarrow\;
\Delta E=\frac{u(R)^2}{\kappa}\,\delta D. \tag{6}$$

It is convenient to express $\delta D$ as a shift of the curve $D(E)$ along the energy axis,

$$s=\frac{\delta D}{|dD/dE|}=\frac{u(R)^2}{\kappa N}\,\delta D,\qquad\text{so that}\qquad \Delta E=N s. \tag{7}$$

A positive $s$ moves the falling curve to higher energies. The level follows by the fraction $N$ of that shift, because the electron spends the fraction $N$ of its time where the error is. Both relations are of first order in $\delta D$.

**Q:** Where does the agreement between the two curves stop?

**A:** At second order, in general. Scale the solution so that $v(r,E)=u(r,E)/u(R,E)$, which makes $v(R,E)=1$ at every energy. Then (4) reads $dD/dE=-\kappa\int_0^R v^2dr$, and one more derivative gives

$$\frac{d^2D}{dE^2}=-2\kappa\int_0^R v\,\dot v\,dr .$$

This depends on how the shape inside responds to a change of energy. Nothing in the matching conditions fixes that response, so the difference of the two curves begins as

$$D_{\rm ps}-D_{\rm ae}\simeq\tfrac12\left(D_{\rm ps}''-D_{\rm ae}''\right)(E-E_0)^2 ,$$

where the double primes on $D$ mean second derivatives with respect to $E$ at $E_0$.

**Q:** In a crystal the potential changes as well as the energy. Does the norm help with that?

**A:** In part. Let $V$ change by a small $\delta V(r)$ inside $R$ at fixed energy, and let $\delta u$ be the change of the solution. To first order, (1) gives $\delta u''=[\ldots]\,\delta u+\kappa\,\delta V\,u$, with the bracket of (1). This has the form of (2), with $-\kappa u$ replaced by $+\kappa\,\delta V\,u$. The same subtraction and integration lead to

$$\delta D=\frac{\kappa}{u(R)^2}\int_0^R\delta V(r)\,u(r)^2\,dr. \tag{8}$$

If $\delta V$ is constant, it comes out of the integral and leaves $N$, so a norm-conserving pseudo solution responds correctly to first order. If $\delta V$ varies inside $R$, the distribution of $u^2$ matters as well as its integral. Equal norm does not guarantee the right response to that part.

**Q:** You assumed that $V$ does not depend on energy. What if it does?

**A:** Then differentiating $\kappa(V-E)$ gives $-\kappa(1-\partial V/\partial E)$, and the weight in the norm changes accordingly:

$$\frac{dD}{dE}=-\frac{\kappa}{u(R)^2}\int_0^R\left(1-\frac{\partial V}{\partial E}\right)u^2\,dr .$$

With such a potential, equal bare norms no longer ensure equal slopes. One has to match the weighted integral. That observation will turn out to be useful as well as restrictive.

## Second half: an aluminium atom put to the question

The symbols carried over are these. In one channel $l$, $u(r,E)$ is $r$ times the regular radial function, $D=u'/u$ at the core radius $R$, $N=\int_0^Ru^2dr$, and $\kappa=2m/\hbar^2$. The first half showed that

$$\frac{dD}{dE}=-\kappa\frac{N}{u(R)^2},$$

so that equal $|u(R)|$ and equal $N$ at $E_0$ give equal slopes, while equal $D(E_0)$ also requires $u'(R)$ to match. An error $\delta D$ is expressed as a curve shift $s=\delta D/|dD/dE|$, with the slope taken at $E_0$. To first order it moves a bound level by $Ns$.

**Q:** Conditions are cheap. How do I know that a smooth function satisfying all of them exists?

**A:** By constructing one. Write

$$u_{\rm ps}=r^{l+1}e^{p(r)},\qquad p(r)=P(t)=c_0+c_1t+c_2t^2+c_3t^3,\qquad t=r^2-R^2 .$$

This function is regular and has no node for $r>0$. We find the potential it belongs to by inverting the radial equation. From $\ln u_{\rm ps}=(l+1)\ln r+p$,

$$\frac{u_{\rm ps}'}{u_{\rm ps}}=\frac{l+1}{r}+p' .$$

Since $u''/u=(u'/u)'+(u'/u)^2$,

$$\frac{u_{\rm ps}''}{u_{\rm ps}}=-\frac{l+1}{r^2}+p''+\frac{(l+1)^2}{r^2}+\frac{2(l+1)}{r}p'+p'^2 .$$

The two terms in $1/r^2$ add up to $l(l+1)/r^2$, which is the centrifugal term of the radial equation. What remains must equal $\kappa(V_{\rm ps}-E_0)$:

$$V_{\rm ps}=E_0+\frac1\kappa\left[\frac{2(l+1)}{r}p'+p''+p'^2\right]. \tag{9}$$

Because $p'=2r\,dP/dt$, the ratio $p'/r$ is finite at the origin, and so is $V_{\rm ps}$.

**Q:** Four coefficients. Which condition fixes which?

We have shown that matching the value, radial slope and enclosed norm at $E_0$ makes $D(E)$ agree to first order around it, and we have written down a smooth trial function with its potential. It remains to fix the four coefficients by these conditions and to test the result on an aluminium atom.
